**Dopant evaporation through a surface with finite transfer coefficient**

For diffusivity $D$, transfer coefficient $h$ and initial concentration $C_0$, the program tests the closed-form profile $C(x,t)$ and the lost dose $Q=(C_0D/h)[e^\tau\mathrm{erfc}\sqrt\tau-1+2\sqrt{\tau/\pi}]$, where $\tau=h^2t/D$. It asserts agreement with a finite-volume solution at three times, and checks the integral representation and the dose missing from the profile by quadrature. Further assertions cover the early and late expansions, the two upper bounds on a grid of times, and the fall of the local exponent from 1 towards 1/2. For two pairs of $D$ and $h$, the crossover found from numerical early and late slopes must agree with $4D/(\pi h^2)$ within 1%. The loss under pairwise desorption is tested against a separate surface integral equation, and the receding-surface solver against its steady state. For the phosphorus example, the output gives a crossover time of 76 s and a lost dose of $1.58\times10^{13}\ \mathrm{cm^{-2}}$ after 1800 s. Among the computed changes to that dose, pairwise desorption is the largest, at −22%.

## Numerical verification

```python
"""Dopant evaporation from a uniformly doped silicon half-space.

Result under test: for diffusivity D and surface transfer coefficient h,
  C/C0 = erf(x/2sqrt(Dt)) + exp(hx/D + h^2 t/D) erfc(x/2sqrt(Dt) + h sqrt(t/D))
  Q/C0 = (D/h) [s - 1 + 2 sqrt(tau/pi)],  s = exp(tau) erfc(sqrt(tau)),
with tau = h^2 t/D. C is concentration, C0 its initial value, x depth,
t time and Q the dose lost per area. The limiting losses h C0 t and
2 C0 sqrt(Dt/pi) meet at t = 4D/(pi h^2).
Internal units: nm and s; the solver works with u = C/C0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf, erfcx


def profile(x, t, D, h):
    z = x / (2 * np.sqrt(D * t))
    # exp(hx/D + h^2 t/D) erfc(...) written without overflow
    return erf(z) + np.exp(-z**2) * erfcx(z + h * np.sqrt(t / D))


def scaled_loss(tau):
    return erfcx(np.sqrt(tau)) - 1 + 2 * np.sqrt(tau / np.pi)


def loss_depth(t, D, h):
    return D / h * scaled_loss(h**2 * t / D)


def exponent(tau):
    return tau * erfcx(np.sqrt(tau)) / scaled_loss(tau)


def simulate(times, D, h, order=1, recession=0.0, doping_ratio=0.0):
    """Finite volumes; returns loss depth at times, grid, final profile.

    order: power of u in the desorption flux; recession: surface speed;
    doping_ratio: C0/ni, with field and singly negative defects included.
    """
    times = np.atleast_1d(times)
    cells, stretch = 400, 6.0
    length = 15 * np.sqrt(D * times[-1])
    x = length * np.sinh(stretch * np.linspace(0, 1, cells + 1))
    x /= np.sinh(stretch)
    dx = np.diff(x)
    volume = np.r_[dx[0] / 2, (dx[1:] + dx[:-1]) / 2, dx[-1] / 2]

    def rate(t, state):
        u = state[1:]
        middle = (u[1:] + u[:-1]) / 2
        donor = doping_ratio * middle
        root = np.sqrt(donor**2 + 4)
        diffusivity = D * (donor + root) / 2 * (1 + donor / root)
        inward = -diffusivity * np.diff(u) / dx - recession * middle
        evaporation = h * u[0]**order
        faces = np.r_[-evaporation, inward, -recession]
        return np.r_[evaporation, (faces[:-1] - faces[1:]) / volume]

    start = np.r_[0.0, np.ones(cells + 1)]
    result = solve_ivp(rate, (0, times[-1]), start, method="LSODA",
                       t_eval=times, rtol=1e-7, atol=1e-10,
                       lband=1, uband=1)
    assert result.success
    return result.y[0], x, result.y[1:, -1]


# Example inputs: rough typical values for phosphorus in bare silicon
temperature = 1373.0          # K
D_cm, h_cm = 1.5e-13, 5e-8    # cm2/s, cm/s
C0 = 1e18                     # cm^-3
anneal = 1800.0               # s
D, h = D_cm * 1e14, h_cm * 1e7
time_scale, length_scale = D / h**2, D / h
t_cross = 4 * D / (np.pi * h**2)

# Profile, auxiliary function and loss against direct numerical solution
for t in (0.1 * time_scale, t_cross, anneal):
    lost, x, u = simulate(t, D, h)
    assert np.max(abs(u - profile(x, t, D, h))) < 1e-3
    assert abs(lost[0] / loss_depth(t, D, h) - 1) < 2e-3
    w = u - D / h * np.gradient(u, x)
    target = erf(x / (2 * np.sqrt(D * t)))
    assert np.max(abs(w - target)[2:-2]) < 5e-3

# Integral representation and dose missing from the profile
for t in (0.3 * time_scale, 5 * time_scale):
    for depth in (0.0, 0.5 * length_scale, 2 * length_scale):
        value = quad(lambda y: np.exp(-y) * erf(
            (depth + y * D / h) / (2 * np.sqrt(D * t))), 0, 50)[0]
        assert abs(value - profile(depth, t, D, h)) < 1e-7
    width = np.sqrt(D * t)
    missing = width * quad(
        lambda y: 1 - profile(y * width, t, D, h), 0, 14)[0]
    assert abs(missing / loss_depth(t, D, h) - 1) < 1e-7

# Limiting expansions, from the time integral of the surface flux
def integrated_flux(tau):
    return quad(lambda r: 2 * r * erfcx(r), 0, np.sqrt(tau),
                epsabs=1e-14, epsrel=1e-12, limit=300)[0]

small, large = 1e-5, 1e4
early_term = (integrated_flux(small) - small) / small**1.5
assert abs(early_term + 4 / (3 * np.sqrt(np.pi))) < 3e-3
late_term = integrated_flux(large) - 2 * np.sqrt(large / np.pi)
assert abs(late_term + 1 - 1 / np.sqrt(np.pi * large)) < 1e-5

# Both limiting laws bound the loss; the local exponent falls from 1 to 1/2
grid = np.logspace(-4, 6, 500)
assert np.all(scaled_loss(grid) < grid)
assert np.all(scaled_loss(grid) < 2 * np.sqrt(grid / np.pi))
assert np.all(np.diff(exponent(grid)) < 0)
assert exponent(1e-4) > 0.99 and 0.5 < exponent(1e6) < 0.501

# Crossover located from numerical early and late slopes, two parameter sets
measured_cross = []
for D_try, h_try in ((D, h), (40.0, 0.2)):
    scale = D_try / h_try**2
    t_early = 1e-5 * scale
    early = simulate(t_early, D_try, h_try)[0][0] / t_early
    t_late = np.array([200.0, 400.0]) * scale
    late_loss = simulate(t_late, D_try, h_try)[0]
    late = np.diff(late_loss)[0] / np.diff(np.sqrt(t_late))[0]
    crossing = (late / early)**2
    assert abs(crossing / (4 * D_try / (np.pi * h_try**2)) - 1) < 0.01
    measured_cross.append(crossing)

# Other markers of the transition
markers = {
    "equal limiting fluxes": 1 / np.pi,
    "surface fraction 1/2": brentq(
        lambda a: erfcx(np.sqrt(a)) - 0.5, 0.01, 10),
    "equal limiting losses": 4 / np.pi,
    "local exponent 3/4": brentq(lambda a: exponent(a) - 0.75, 0.01, 100),
    "loss = 0.9 surface limit": brentq(
        lambda a: scaled_loss(a) / a - 0.9, 1e-4, 1),
    "loss = 0.9 diffusion limit": brentq(
        lambda a: scaled_loss(a) / (2 * np.sqrt(a / np.pi)) - 0.9, 5, 1e4),
}

# Neglected effects; material inputs are rough typical values
ni = 1e19                     # cm^-3 at the anneal temperature
vapour_torr = 3e-7            # silicon vapour pressure, Torr
atom_density = 5e22           # silicon atoms per cm3
E_D, E_h = 3.7, 2.0           # activation energies, eV
ramp_rate, ramp_start = 10.0, 873.0   # K/s, K
wafer = 5e5                   # nm
mass = 28.0855 * const.atomic_mass
vapour_flux = vapour_torr * const.torr / np.sqrt(
    2 * np.pi * mass * const.k * temperature)
recession = vapour_flux / (atom_density * 1e6) * 1e9

# A receding surface must reach the steady surface fraction v/h
steady = simulate(2e4, D, h, recession=0.2)[2][0]
assert abs(steady - 0.2 / h) < 2e-3

checks = np.array([t_cross, anneal])
base = loss_depth(checks, D, h)
changes = {
    "surface recession": simulate(checks, D, h, recession=recession)[0],
    "field + charged defects": simulate(
        checks, D, h, doping_ratio=C0 / ni)[0],
    "pairwise desorption": simulate(checks, D, h, order=2)[0],
}

# Pairwise desorption again, from the surface integral equation
steps = 1500
nodes = anneal * (np.arange(steps + 1) / steps)**2
flux = np.zeros(steps)
for n in range(1, steps + 1):
    roots = np.sqrt(nodes[n] - nodes[:n + 1])
    weights = 2 * h / np.sqrt(np.pi * D) * (roots[:-1] - roots[1:])
    rhs = 1 - weights[:-1] @ flux[:n - 1]
    surface = (np.sqrt(1 + 4 * weights[-1] * rhs) - 1) / (2 * weights[-1])
    flux[n - 1] = surface**2
pair_loss = h * flux @ np.diff(nodes)
assert abs(pair_loss / changes["pairwise desorption"][1] - 1) < 5e-3

k_eV = const.k / const.e


def arrhenius(T, energy):
    return np.exp(energy / k_eV * (1 / temperature - 1 / T))


D_hot = D * arrhenius(temperature + 10, E_D)
h_hot = h * arrhenius(temperature + 10, E_h)
changes["10 K hotter"] = loss_depth(checks, D_hot, h_hot)
ramp_times = [quad(lambda T: arrhenius(T, E), ramp_start, temperature)[0]
              / ramp_rate for E in (E_D, E_h)]

print(f"Temperature: {temperature:.0f} K; anneal time: {anneal:.0f} s")
print(f"D = {D_cm:.2e} cm2/s = {D:.1f} nm2/s")
print(f"h = {h_cm:.2e} cm/s = {h:.2f} nm/s")
print(f"C0 = {C0:.1e} cm^-3")
print(f"Length scale D/h = {length_scale:.1f} nm")
print(f"Time scale D/h^2 = {time_scale:.1f} s")
print(f"Crossover 4D/(pi h^2) = {t_cross:.1f} s")
print(f"Crossover from numerical slopes = {measured_cross[0]:.1f} s")
print("Transition markers: tau (no unit), time (s)")
for name, tau in markers.items():
    print(f"  {name}: {tau:.4f}, {tau * time_scale:.2f} s")
ratio = scaled_loss(4 / np.pi) / (4 / np.pi)
print(f"True loss / common limit at crossover = {ratio:.4f}")
print(f"Local exponent at crossover = {exponent(4 / np.pi):.4f}")
print("Lost doses in cm^-2: true, surface limit, diffusion limit")
for t in (6.0, time_scale, t_cross, anneal):
    dose = C0 * 1e-7 * loss_depth(t, D, h)
    surf = C0 * 1e-7 * h * t
    diff = C0 * 1e-7 * 2 * np.sqrt(D * t / np.pi)
    print(f"  t={t:.1f} s: {dose:.3e}, {surf:.3e}, {diff:.3e}")
    tau = t / time_scale
    print(f"    tau={tau:.3f}, surface C/C0={erfcx(np.sqrt(tau)):.4f}")
print(f"Loss depth Q/C0 after anneal = {base[1]:.1f} nm")
print(f"Rough ni = {ni:.1e} cm^-3; C0/ni = {C0 / ni:.2f}")
print(f"Rough Si vapour pressure = {vapour_torr:.1e} Torr")
print(f"Recession speed = {recession:.4f} nm/s")
print(f"Recession during anneal = {recession * anneal:.1f} nm")
print(f"Rough activation energies: D {E_D:.1f} eV, h {E_h:.1f} eV")
print("Change of loss: at crossover time, after anneal (%)")
for name, values in changes.items():
    percent = 100 * (values / base - 1)
    print(f"  {name}: {percent[0]:+.1f} %, {percent[1]:+.1f} %")
print(f"Crossover if 10 K hotter = {4*D_hot/(np.pi*h_hot**2):.1f} s")
print(f"Ramp: {ramp_start:.0f} K to {temperature:.0f} K, {ramp_rate:.0f} K/s")
print(f"Ramp equivalent time for D = {ramp_times[0]:.1f} s")
print(f"Ramp equivalent time for h = {ramp_times[1]:.1f} s")
print(f"Diffusion length 2sqrt(Dt) = {2*np.sqrt(D*anneal):.1f} nm")
print(f"Wafer thickness = {wafer:.1e} nm")
print("finished without a failed check")
```

It prints:

```
Temperature: 1373 K; anneal time: 1800 s
D = 1.50e-13 cm2/s = 15.0 nm2/s
h = 5.00e-08 cm/s = 0.50 nm/s
C0 = 1.0e+18 cm^-3
Length scale D/h = 30.0 nm
Time scale D/h^2 = 60.0 s
Crossover 4D/(pi h^2) = 76.4 s
Crossover from numerical slopes = 76.5 s
Transition markers: tau (no unit), time (s)
  equal limiting fluxes: 0.3183, 19.10 s
  surface fraction 1/2: 0.5915, 35.49 s
  equal limiting losses: 1.2732, 76.39 s
  local exponent 3/4: 1.3211, 79.26 s
  loss = 0.9 surface limit: 0.0213, 1.28 s
  loss = 0.9 diffusion limit: 68.2505, 4095.03 s
True loss / common limit at crossover = 0.5248
Local exponent at crossover = 0.7525
Lost doses in cm^-2: true, surface limit, diffusion limit
  t=6.0 s: 2.412e+11, 3.000e+11, 1.070e+12
    tau=0.100, surface C/C0=0.7236
  t=60.0 s: 1.668e+12, 3.000e+12, 3.385e+12
    tau=1.000, surface C/C0=0.4276
  t=76.4 s: 2.004e+12, 3.820e+12, 3.820e+12
    tau=1.273, surface C/C0=0.3949
  t=1800.0 s: 1.585e+13, 9.000e+13, 1.854e+13
    tau=30.000, surface C/C0=0.1014
Loss depth Q/C0 after anneal = 158.5 nm
Rough ni = 1.0e+19 cm^-3; C0/ni = 0.10
Rough Si vapour pressure = 3.0e-07 Torr
Recession speed = 0.0107 nm/s
Recession during anneal = 19.3 nm
Rough activation energies: D 3.7 eV, h 2.0 eV
Change of loss: at crossover time, after anneal (%)
  surface recession: +1.5 %, +6.1 %
  field + charged defects: +1.7 %, +2.0 %
  pairwise desorption: -23.0 %, -21.9 %
  10 K hotter: +12.5 %, +12.1 %
Crossover if 10 K hotter = 75.0 s
Ramp: 873 K to 1373 K, 10 K/s
Ramp equivalent time for D = 4.1 s
Ramp equivalent time for h = 7.3 s
Diffusion length 2sqrt(Dt) = 328.6 nm
Wafer thickness = 5.0e+05 nm
finished without a failed check
```
